# Coexistence Chemical Potential of a Lattice Gas from Particle-Hole Symmetry, part 2

A surface in contact with a vapour of chemical potential $\mu$ is modelled as $M$ equivalent sites, each with $z$ neighbours and occupation $n_i=0$ or $1$. The question is where, as $\mu$ varies at fixed temperature $T$, the coverage $\theta=\langle N\rangle/M$ jumps between a dilute and a dense phase. Here $N=\sum_i n_i$, and the energy is

$$H=\varepsilon\sum_i n_i-w\sum_{\langle ij\rangle}n_in_j ,\qquad w>0,$$

with each neighbouring pair counted once. For a real molecule, $\varepsilon$ is the free energy of an isolated occupied site, including motion within the site; $w$ is the attraction between neighbours. Periodic lattices have no edge sites.

A bond is unlike if one end is occupied and the other empty. With $U$ unlike bonds, the bond identity gives

$$H-\mu N=(\mu_0-\mu)N+\frac{wU}{2},\qquad \mu_0=\varepsilon-\frac{zw}{2}.$$

Define

$$x=e^{(\mu-\mu_0)/kT},\qquad a=e^{-w/2kT},\qquad \Xi(x)=\sum_{\{n_i\}}x^N a^U .$$

Particle-hole exchange, $n_i\to1-n_i$, preserves $U$ and gives

$$\theta(\mu_0+\delta)+\theta(\mu_0-\delta)=1 .$$

The slope $d\theta/d\ln x$ equals $(\langle N^2\rangle-\langle N\rangle^2)/M$. By the circle theorem, for attraction all zeros of $\Xi$ in complex $x$ have $|x|=1$. An infinite lattice can therefore jump only at $\mu_0$.

For the square lattice, $z=4$, existence was proved with a box surrounded by permanently filled sites. At $\mu_0$, counting the contours around an empty site gives

$$P(\text{empty})\le q,\qquad q=\frac13\left[\frac{y}{(1-y)^2}-y\right],$$

where $y=9a^2=9e^{-w/kT}<1$. The jump is at least $1-2q$, which is positive whenever

$$kT<\frac{w}{\ln18}.$$

This condition is sufficient, not necessary, so it does not identify the critical temperature. These results are now applied to an etching example.

### A model of a cryogenic etching layer

In cryogenic atomic layer etching, a cold surface holds a physisorbed reactant that ions then activate. Consider C$_4$F$_8$ on an oxide at 150 K, represented by a square lattice. The rough model parameters are a well depth $E=0.36$ eV, an attraction $w=0.040$ eV, and a site spacing of 0.6 nm. Six hindered motions of the molecule, three translations and three rotations, are treated as oscillators of energy $\hbar\omega=5$ meV. The common value is chosen for simplicity; it is too stiff for sideways motion and for turning about the ring axis, as discussed under surface motion below. Internal vibrations are assumed unchanged by adsorption.

One oscillator has partition function

$$\sum_{v=0}^{\infty}e^{-\hbar\omega(v+1/2)/kT}
=\frac1{2\sinh(\hbar\omega/2kT)} .$$

The free energy of a site is therefore

$$\varepsilon=-E+6kT\ln\!\left[2\sinh\frac{\hbar\omega}{2kT}\right].$$

At 150 K, $kT=12.926$ meV. The logarithm is $-0.944$, so the second term is $-0.0732$ eV and $\varepsilon=-0.4332$ eV. The coexistence point is

$$\mu_0=-0.4332-\frac{4(0.040)}2=-0.5132\ \text{eV}.$$

Here $w/kT=3.0945$ and $a=0.2128$. The contour bound is $q=0.2514$, and coexistence is proved below 160.6 K. The jump at 150 K is thus at least $1-2(0.2514)=0.497$. This is a bound, not an estimate of its size.

### How dilute and dense are the phases?

At low temperature, the leading way to make a particular site empty in the dense phase is an isolated vacancy, with four unlike bonds. Next come four possible vacancy pairs containing that site, each with six. Hence

$$P(\text{empty})\simeq a^4+4a^6=0.00205+0.00037=0.00242 .$$

Larger clusters and corrections for excluded overlaps begin at order $a^8$.

Transfer matrices give the occupation at the centre of an infinitely long strip without this expansion. With filled walls, the central vacancy is 0.0025134 at width 7 and 0.0025135 at width 9, a shift of $1.0\times10^{-7}$. With empty walls, the central coverage at width 9 is also 0.0025135. The two walls select mirror-image phases at the same $\mu_0$.

For comparison, the known exact result for the infinite square lattice, not derived here, is

$$\theta_{\rm dilute}=\frac12\left\{1-\left[1-\sinh^{-4}\!\left(\frac{w}{2kT}\right)\right]^{1/8}\right\}.$$

It also gives 0.0025135. In this model the coverage rises from about 0.25% to 99.75% across $\mu_0$.

Small periodic lattices show how the jump develops. If just the empty and full states mattered at $\mu_0$, the variance of $N$ would be $M^2/4$ and the slope $d\theta/d\ln x$ would be $M/4$. This estimate is 2.25 for $3\times3$ sites and 4 for $4\times4$. Enumeration of all configurations gives 2.2294 and 3.9628. The steepest rise on the $4\times4$ lattice is found within $1.4\times10^{-9}$ eV of $\mu_0$.

The zeros tell the same story. Keeping just the two uniform states gives $1+x^M=0$, with the nearest zeros at angles $\pi/M$ from the positive axis: 20° and 11.25°. The computed angles are 20.10° and 11.31°. On the $4\times4$ lattice, the moduli differ from one by at most $2.2\times10^{-15}$. If the attraction is replaced by repulsion of equal strength, the largest difference is about 3469, so the circle theorem fails there.

### What mean-field theory gets right and wrong

Mean-field theory replaces the neighbours of a site by their average occupation. Its grand potential per site, as a function of a trial coverage $\theta$, is

$$g=(\varepsilon-\mu)\theta-\frac{zw}{2}\theta^2+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)] .$$

At $\mu=\mu_0$ the first two terms combine to $(zw/2)\theta(1-\theta)$. The whole expression is unchanged by $\theta\to1-\theta$, so mean-field theory also gives $\mu_0$. It has preserved the symmetry that fixes this value.

Its other predictions need not be correct. Setting $dg/d\theta=0$ at $\mu_0$ gives

$$\ln\frac{\theta}{1-\theta}=\frac{zw}{kT}\left(\theta-\frac12\right).$$

Near half filling, write $\theta=1/2+u$. The left side starts as $4u$ and the right side is $zwu/kT$. Separate solutions appear below $kT_c=zw/4$. For $z=4$ this is $kT_c=w$, or 464.2 K. The exact formula above loses its two phases when $\sinh(w/2kT)=1$, which gives 263.3 K. At 150 K mean-field theory gives a dilute coverage of 0.00210, 16% below the exact model value.

### From chemical potential to pressure

For an ideal vapour in volume $V$, the partition function of one molecule is $Vq_{\rm rot}/\lambda^3$, where $\lambda=h/\sqrt{2\pi mkT}$. Dividing the product for $N_g$ identical molecules by $N_g!$ and differentiating the free energy gives

$$\mu=kT\ln\frac{N_g\lambda^3}{Vq_{\rm rot}} .$$

Since $N_g/V=P/kT$, the coexistence pressure is

$$P_0=\frac{kT}{\lambda^3}q_{\rm rot}e^{\mu_0/kT}.$$

For classical rotation, integrating over orientations and angular momenta gives

$$q_{\rm rot}=\frac{8\pi^2(2\pi kT)^{3/2}I_\perp\sqrt{I_\parallel}}{\sigma h^3},$$

where $I_\parallel$ and $I_\perp$ are the moments of inertia about the ring axis and perpendicular to it. The number $\sigma=8$ counts rotations that merely exchange identical atoms. A model molecule with a planar carbon ring, C–C and C–F lengths set to 1.56 and 1.33 Å, and an F–C–F angle set to 109° gives $q_{\rm rot}=3.94\times10^4$.

With a mass of 200.03 u, $\lambda=0.01008$ nm. Then $kT/\lambda^3\simeq2.02\times10^{12}$ Pa, and $\mu_0/kT\simeq-39.70$, so

$$P_0\simeq(2.02\times10^{12})(3.94\times10^4)e^{-39.70}\ \text{Pa}
\simeq0.46\ \text{Pa}=3.4\ \text{mTorr}.$$

The mean distance between vapour molecules is about $(kT/P_0)^{1/3}\simeq170$ nm. The wavelength is far shorter, which supports the classical treatment of translation in the vapour.

The flux onto the surface is $P/\sqrt{2\pi mkT}$. At $P_0$, one molecule arrives per site area of $(0.6\ \text{nm})^2$ every 0.40 ms. This would be the filling time if every arrival stuck and none left. At coexistence departures balance arrivals, so net filling requires a pressure above $P_0$ and takes longer near it.

### What changes the answer

Each shift below is taken with the other parameters held fixed. A shift $\Delta\mu$ multiplies the pressure by $e^{\Delta\mu/kT}$.

**Longer-ranged pair attraction.** The bond identity applies separately to every distance. The quantity $zw$ becomes the sum of attractions from one site to all others, and the symmetry survives. For an attraction falling as $r^{-6}$, the square-lattice sum is 4.6589 instead of 4. The shift is $-0.6589w/2=-13.18$ meV, which multiplies the pressure by 0.36.

**Trio energies.** A term $n_in_jn_k$ is not preserved by particle-hole exchange. An energy of $+1$ meV for each right-angle trio adds 4 meV per site to a full layer, because four such trios have their corner at each site. Enumeration on the periodic $4\times4$ lattice moves half coverage by 3.99 meV, a pressure factor of 1.36.

**Edges.** An open $L\times L$ terrace has $2-2/L$ bonds per site. At low temperature its balance point moves up by $2w/L$. This estimate gives 20 meV for $L=4$, where enumeration gives 19.21 meV. For $L=20$ it gives 4.00 meV, but at 150 K the boundary of the dense patch fluctuates and costs less free energy. Summing over all configurations with a transfer matrix gives about 3.3 meV, which raises the pressure by a factor of 1.29.

**Unequal sites.** At low temperature a patch follows the mean of its site energies. Independent offsets with a standard deviation of 20 meV should move a 16-site patch by $20/\sqrt{16}=5$ meV. Twenty random patches gave an rms shift of 6.13 meV, about 1.4 sampling errors higher. The corresponding pressure factor is 1.6. On a large surface the effect is more serious. A region of side $\ell$ can gain a random energy proportional to $\ell$, while its boundary cost also grows as $\ell$. It is a known result, not proved here, that such disorder rounds the jump in two dimensions.

**Surface motion.** Raising the mode energy from 5 to 7 meV shifts $\varepsilon$ by 26.56 meV and raises the pressure by a factor of 7.8. Softer sideways motion acts in the opposite direction and can matter more. In a sinusoidal potential of period 0.6 nm, a 5 meV sideways mode of this heavy molecule would require a barrier of 2.2 eV between sites, far more than the well depth. With a barrier of 0.1 eV instead, the classical partition function of the two sideways motions lowers the pressure by a factor of about 24. Turning about the ring axis is also too stiff in the model: with four equivalent orientations, a 5 meV mode would require a barrier of 0.44 eV. A barrier of 0.02 eV instead would lower the pressure by a factor of about 5.6. The sideways correction is the largest single effect sized here.

**Warm gas.** At equal sticking probability, the arrival rate varies as $P/\sqrt{T_{\rm gas}}$. Gas at 300 K above a 150 K surface therefore needs a pressure higher by $\sqrt2=1.41$.

**Further layers.** The filled monolayer has a binding energy $E+2w=0.44$ eV per molecule. A close-packed bulk with twelve neighbours and the same pair attraction has $6w=0.24$ eV. On this estimate, and with similar molecular motion in both, the monolayer forms first. The estimate is a poor picture of the real condensed phase, however. It puts bulk condensation at about $2\times10^6$ Pa at 150 K, whereas C$_4$F$_8$ boils near 267 K at one atmosphere. A rough extrapolation of its vapour pressure to 150 K gives about 3 to 30 Pa, only 7 to 60 times $P_0$. The margin is then about 25 to 55 meV rather than 0.20 eV, which is comparable to the other shifts listed here. Whether the monolayer forms before bulk condensation on a real surface must be decided from the measured vapour pressure.

### The model beside a real surface

The energies and spacing used here are rough model values, not measured properties of a particular oxide. An error of 30 meV in the well depth alone changes the pressure by $e^{30/12.926}\simeq10$, and a realistic treatment of sideways motion can change it by more. The value 3.4 mTorr therefore illustrates the calculation; it does not predict the pressure for C$_4$F$_8$ on an oxide. If the oxide is amorphous, its sites are not identical, as the model assumes. The rms shift of the sampled 16-site patches corresponds to a pressure factor of about 1.6, and the sharp step becomes a gradual rise. The relation $\mu_0=\varepsilon-zw/2$ is exact for the uniform pair model; the pressure is no more accurate than the energies supplied to it. The full set of values is in the numerical output.

## Numbers as computed

```
temperature: 150 K
thermal energy kT: 12.926 meV
well depth E: 0.36 eV
attraction w: 0.040 eV
surface mode energy: 5.0 meV
site free energy eps: -0.4332 eV
coexistence mu0 (z=4): -0.5132 eV
w/kT: 3.0945
a = exp(-w/2kT): 0.2128
steepest rise minus mu0, 4x4: 1.4e-09 eV
d theta/d ln x at mu0, 3x3: 2.2294
d theta/d ln x at mu0, 4x4: 3.9628
largest | |zero|-1 |, 4x4: 2.2e-15
same with repulsion: 3468.923
nearest zero angle, 3x3: 20.10 deg
nearest zero angle, 4x4: 11.31 deg
contours of length 4 round a site: 1
contours of length 6 round a site: 4
contours of length 8 round a site: 22
contours of length 10 round a site: 124
contour bound on vacancy: 0.2514
coexistence proved below: 160.6 K
vacancy, filled walls, width 7: 0.0025134
vacancy, filled walls, width 9: 0.0025135
width shift 7 to 9: 1.0e-07
coverage, empty walls, width 9: 0.0025135
exact dilute coverage: 0.0025135
mean-field dilute coverage: 0.0021014
exact critical temperature: 263.3 K
mean-field critical temperature: 464.2 K
molecular mass: 200.03 u
thermal wavelength: 0.01008 nm
rotational partition function: 3.939e+04
coexistence pressure: 3.422 mTorr
coexistence pressure: 0.4563 Pa
site spacing: 0.6 nm
filling time at unit sticking: 0.400 ms
r^-6 lattice sum: 4.6589
r^-6 tail: shift -13.18 meV, pressure factor 0.361
1 meV trio energy: shift 3.99 meV, pressure factor 1.361
open 4x4 edges: shift 19.21 meV, pressure factor 4.421
edges, 20x20 estimate: shift 4.00 meV, pressure factor 1.363
20 meV site disorder, 4x4 rms: shift 6.13 meV, pressure factor 1.606
7 meV surface modes: shift 26.56 meV, pressure factor 7.804
pressure factor, gas at 300 K: 1.414
layer binding E+2w: 0.44 eV
close-packed bulk binding 6w: 0.24 eV
```
